\section*{How occupation smearing hides the Peierls instability of a one-dimensional chain, part 2}

An incommensurate chain of length $L$ with one band $\varepsilon_k=\hbar^2k^2/2m$ (spin degeneracy $2$) has a Peierls instability at $q=2k_F$, which smearing of width $\sigma$ hides above $\sigma_c$. The treatment is adiabatic and mean field.

Occupations are $f(x)$, $x=(\varepsilon-\mu)/\sigma$: Fermi--Dirac (FD, $\sigma=k_BT$), Gaussian or first-order Methfessel--Paxton (MP). Averages $\langle\cdots\rangle$ use the even, normalised $\tilde\delta=-f'$; smeared quantities average sharp-filling ones over Fermi levels $E=\mu+\sigma x$. Also $m_2=\langle x^2\rangle$, $\hat\delta(t)=\langle\cos xt\rangle$, density $n=2k_F/\pi$, $N_F=2/\pi\hbar v_F$.

Ions (mass $M$, spacing $a$, $\rho=M/a$) displaced by $u\cos qx$ cost elastic energy $\rho\omega_0^2u^2/4$ per length and give electrons the potential $V\cos qx$, $V=Du$, inducing density $n_1\cos qx$, $n_1=-\chi V$. At fixed electron number $\delta F=\delta\Omega$ to order $V^2$. A pair $(k,k+q)$ with mean energy $\bar\varepsilon$, half-difference $d$ and $R^2=d^2+V^2/4$ contributes $G$ to $\Omega$, with $d\phi/d\varepsilon=f$:
\begin{equation}
G(R^2)=\phi(\bar\varepsilon+R-\mu)+\phi(\bar\varepsilon-R-\mu),\qquad
G'(R^2)=\frac{f(\bar\varepsilon+R)-f(\bar\varepsilon-R)}{2R}.
\label{pair}
\end{equation}
\begin{equation}
\frac{\delta\Omega}{L}=-\frac{\chi(q)V^2}{4},\qquad
\chi(q)=2\int\frac{dk}{2\pi}\,\frac{f_k-f_{k+q}}{\varepsilon_{k+q}-\varepsilon_k}.
\label{chi}
\end{equation}
\begin{equation}
\omega^2(q)=\omega_0^2-\frac{D^2\chi(q)}{\rho}=\omega_0^2\left[1-\lambda\,\mathcal L(q)\right],\qquad
\lambda=\frac{D^2N_F}{2\rho\omega_0^2},\qquad \mathcal L=\frac{2\chi}{N_F}.
\label{omega}
\end{equation}
With $E_q=\hbar^2q^2/8m$, $\nu=(E_q-\mu)/\sigma$, and the smooth term $\ln(\sqrt E+\sqrt{E_q})^2$ averaged over $E$,
\begin{equation}
\chi_\sigma(q)=N_F\frac{k_F}{q}\left[\ln\frac{(\sqrt\mu+\sqrt{E_q})^2}{\sigma}-\Lambda(\nu)+O\!\left(\frac{\sigma^2}{\mu^2}\right)\right],\qquad
\Lambda(\nu)=\langle\ln|x-\nu|\rangle .
\label{shape}
\end{equation}
\begin{equation}
\mathcal L(2k_F)=\ln\frac{C E_F}{\sigma}+O\!\left(\frac{\sigma^2}{E_F^2}\right),\qquad C=4e^{-\Lambda(0)} .
\label{log}
\end{equation}
\begin{equation}
\omega^2(2k_F)=\omega_0^2\,\lambda\ln\frac{\sigma}{\sigma_c},\qquad \sigma_c=C E_F\,e^{-1/\lambda},
\label{main}
\end{equation}
For FD, with digamma function $\psi$ and Euler's constant $\gamma$,
\begin{equation}
\Lambda(\nu)=\ln2\pi+\mathrm{Re}\,\psi\!\left(\tfrac12+\tfrac{i\nu}{2\pi}\right),\qquad \Lambda(0)=\ln\frac\pi2-\gamma=-0.12563 .
\label{fdshape}
\end{equation}
Generally $\Lambda(\nu)-\Lambda(0)=\int_0^\infty\hat\delta\,(1-\cos\nu t)\,dt/t$ and $\Lambda''(0)=\int_0^\infty t\,\hat\delta\,dt$.
\begin{center}
\begin{tabular}{lcccc}
& $C$ & $m_2$ & $\Lambda''(0)$ & $\sigma_c$ (meV)\\
FD & $8e^\gamma/\pi=4.5355$ & $\pi^2/3$ & $7\zeta(3)/2\pi^2$ & 12.831\\
Gaussian & 10.6765 & $1/2$ & 2 & 30.204\\
MP & 17.6026 & 0 & 4 & 49.797
\end{tabular}
\end{center}
Example: $E_F=1$ eV, free-electron mass, $M=50$ u, $a=2.5$ \AA, $\hbar\omega_0=20$ meV, $D=2$ eV/\AA, $k_F=0.5123$ \AA$^{-1}$, $\hbar v_F=3.9038$ eV\,\AA, $N_F=0.16308$ eV$^{-1}$\AA$^{-1}$, $\lambda=0.17042$, $1/\lambda=5.8678$, $e^{-1/\lambda}=2.82897\times10^{-3}$. The FD $\sigma_c$ corresponds to $149$ K.

Frozen-phonon diagonalisation in seven plane waves $k+jq$, $j=-3,\dots,3$, gives $\sigma_c=12.830$, $30.202$, $49.797$ meV and, for FD at $0.20$ eV, $\hbar\omega=13.73$ meV against $13.68$ from (\ref{main}).

\section*{The corrections of order $\sigma^2$}

Those small differences come from the terms dropped in (\ref{log}). Write $s=\sigma/E_F$. The density is the average of the sharp densities, $n=(2k_F/\pi)\langle\sqrt{E/E_F}\rangle$. Expanding $\sqrt{\mu+\sigma x}$ to second order gives $\sqrt\mu\,(1-m_2\sigma^2/8\mu^2)=\sqrt{E_F}$, so
\begin{equation}
\mu=E_F\left(1+\tfrac14m_2s^2\right).
\end{equation}
At $q=2k_F$ put $y=(E-E_F)/E_F$. The smooth term is $\ln4E_F+r(y)$ with $r=2\ln[(1+\sqrt{1+y})/2]$. Its derivative is $r'=[1-(1+y)^{-1/2}]/y=\tfrac12-\tfrac38y+\dots$, so $r=y/2-3y^2/16+\dots$. If $\mu$ were held at $E_F$, then $\langle y\rangle=0$, $\langle y^2\rangle=m_2s^2$ and the remainder would be $-\tfrac3{16}m_2s^2$. At fixed density $\langle y\rangle=m_2s^2/4$ adds $+\tfrac18m_2s^2$, and the detuning $\nu=-m_2s/4$ adds $-\tfrac12\Lambda''(0)\nu^2$:
\begin{equation}
\mathcal L(2k_F)=\ln\frac{C}{s}-\left[\frac{m_2}{16}+\frac{\Lambda''(0)\,m_2^2}{32}\right]s^2 .
\end{equation}
For FD the bracket is $\pi^2/48+7\zeta(3)\pi^2/576=0.3498$. At $s=0.0128$ it lowers $\sigma_c$ by the fraction $0.3498s^2\approx6\times10^{-5}$, which is the step from $12.831$ to $12.830$ meV. At $s=0.2$ it raises $\omega^2/\omega_0^2$ by $0.17042\times0.3498\times0.04=0.0024$, from $0.4681$ to $0.4705$, or $13.72$ meV; this accounts for most of the distance from $13.68$ to $13.73$ meV, and terms beyond $s^2$ have been left out. For MP the bracket vanishes with $m_2$.

The softest wavevector is also not exactly $2k_F$. All three $\hat\delta$ are positive, so $-\Lambda(\nu)$ peaks at $\nu=0$, but the factor $1/q$ in (\ref{shape}) tilts the peak. Let $\eta=(E_q-E_F)/\sigma$, so that $q/2k_F\approx1+s\eta/2$ and $\nu=\eta-m_2s/4$. The prefactor $2k_F/q$ contributes $-\mathcal L_0s\eta/2$, with $\mathcal L_0=\ln(C/s)$, and $\ln(1+q/2k_F)^2$ contributes $+s\eta/2$. The $\eta$-dependent part of $\mathcal L$ is $-\tfrac12(\mathcal L_0-1)s\eta-\tfrac12\Lambda''(0)(\eta-m_2s/4)^2$, a parabola with its maximum at
\begin{equation}
\eta^*=s\left[\frac{m_2}{4}-\frac{\mathcal L_0-1}{2\Lambda''(0)}\right],\qquad q^*-2k_F=k_Fs\,\eta^*,\qquad \mathcal L(q^*)-\mathcal L(2k_F)=\tfrac12\Lambda''(0)\eta^{*2}.
\end{equation}
For the Gaussian at $s=0.0302$ and $\mathcal L_0=5.8678$ the bracket is $0.125-4.8678/4=-1.092$, so $q^*-2k_F=-0.5123\times1.092\,s^2=-0.00051$ \AA$^{-1}$ and the gain is $1.19\,s^2=0.0011$, which is the fractional rise of $\sigma_c$. Midpoint quadrature of (\ref{chi}) at fixed density, maximised over $q$, gives $-0.000512$ \AA$^{-1}$ and $30.235$ meV in place of $30.202$ meV. The same numerical procedure gives $12.841$ meV for FD and $49.889$ meV for MP. These shifts, below $0.2\%$ of $\sigma_c$, are negligible beside the exponential sensitivity to $\lambda$: $\delta\ln\sigma_c=\delta\lambda/\lambda^2$, so a $1\%$ change of $\lambda$ moves $\sigma_c$ by $5.9\%$.

\section*{The width of the anomaly}

Near $2k_F$, $E_q-E_F\approx\hbar v_F(q-2k_F)/2$, so $\nu\approx\hbar v_F(q-2k_F)/2\sigma$. For $|\nu|\gg1$, $\Lambda\to\ln|\nu|$ and $\sigma$ cancels from (\ref{shape}), which returns to the sharp result with $\ln(4E_F/|E_q-E_F|)$. Smearing thus leaves the flanks of the anomaly alone and cuts off its tip inside a window $|q-2k_F|\sim\sigma/\hbar v_F$. Solving $\Lambda(\nu)-\Lambda(0)=1$ with (\ref{fdshape}) by root bracketing gives $\nu=2.894$: this is where the FD logarithm has dropped by one unit. In wavevector, $2\nu\sigma/\hbar v_F$ is $0.019$ \AA$^{-1}$ at $\sigma=12.83$ meV and about $0.15$ \AA$^{-1}$ at $100$ meV, to be compared with $2k_F=1.0246$ \AA$^{-1}$; the second value rests on the linearised $\nu(q)$ and is a rough one. The depth of the dip shrinks logarithmically with $\sigma$ and its rounded part widens linearly. A narrow dip can also be lost for a second reason: a mesh of phonon wavevectors coarser than the window need not contain a point inside it.

\section*{What lies below the critical width}

The next order in $V$ decides how the distorted state sets in. At $q=2k_F$ label a pair by $p=k+k_F$, so that its members are $p\mp k_F$, with $d=\hbar v_Fp$ and $\bar\varepsilon=E_F+\hbar^2p^2/2m$. Put $\Delta=V/2$. The quartic term is dominated by $|d|\sim\sigma$, where $\bar\varepsilon-\mu$ is of order $\sigma^2/E_F$ and can be dropped at leading order in $s$. The measure is $2\int dp/2\pi=N_F\int_0^\infty dd$ for a function even in $d$. From (\ref{pair}), $G'=-g(x)/2\sigma x$ with $x=d/\sigma$ and
\begin{equation}
g(x)=f(-x)-f(x)=\int_{-x}^x\tilde\delta=\frac2\pi\int_0^\infty dt\,\hat\delta(t)\,\frac{\sin xt}{t}.
\end{equation}
Using $d/d(d^2)=(2\sigma^2x)^{-1}d/dx$,
\begin{equation}
\int_0^\infty G''\,dd=-\frac1{4\sigma^2}\int_0^\infty\frac{dx}{x}\left(\frac gx\right)'
=-\frac1{4\sigma^2}\frac2\pi\int_0^\infty t\,\hat\delta\,dt\int_0^\infty\frac{z\cos z-\sin z}{z^3}\,dz ,
\end{equation}
where $z=xt$. The last integrand equals $\frac{d}{dz}\big[\frac{\sin z-z\cos z}{2z^2}\big]-\frac{\sin z}{2z}$; the bracket vanishes at both ends, so the integral is $-\pi/4$ and $\int G''dd=\Lambda''(0)/8\sigma^2$. The elastic energy is $\rho\omega_0^2V^2/4D^2=N_F\Delta^2/2\lambda$ and the second-order electronic term is $-\chi\Delta^2=-\tfrac12N_F\mathcal L\Delta^2$. Collecting,
\begin{equation}
\frac{\delta F}{L}=N_F\left[\frac{\Delta^2}{2}\ln\frac\sigma{\sigma_c}+\frac{\Lambda''(0)}{16}\frac{\Delta^4}{\sigma^2}\right].
\end{equation}
The quartic coefficient is positive in all three schemes, so near $\sigma_c$ and for small $\Delta$ the minimum is at $\Delta=0$ above and grows continuously as $\Delta^2=4\sigma^2\ln(\sigma_c/\sigma)/\Lambda''(0)$ below.

At zero width the distortion is finite and (\ref{chi}) diverges, so the resonant pairs must be kept exactly. The pairs with one occupied and one empty member have $|p|<2k_F$, that is $|d|<W=2\hbar v_Fk_F=4E_F$. With $q=2k_F$ the lowest band holds all electrons, and each pair lowers its occupied level by $\sqrt{d^2+\Delta^2}-|d|$. Adding the pairs is exact at order $\Delta^2$. At fourth order a state near $-k_F$ has two cross terms of size $\Delta^4/d^2E_F$, one through $k+2q\approx3k_F$ and one, of opposite sign, through $k-q\approx-3k_F$; their large denominators are both $8E_F$ at $d=0$, so they cancel up to $\Delta^4/|d|E_F^2$, and the neglected energy is of relative order $(\Delta/E_F)^2$ times a logarithm. Then
\begin{equation}
\frac{\delta E}{L}=N_F\int_0^W\!\left(d-\sqrt{d^2+\Delta^2}\right)dd+\frac{N_F\Delta^2}{2\lambda},
\end{equation}
and stationarity in $\Delta$ gives
\begin{equation}
\frac1\lambda=\int_0^W\frac{dd}{\sqrt{d^2+\Delta_0^2}}=\operatorname{arsinh}\frac W{\Delta_0}\approx\ln\frac{8E_F}{\Delta_0},\qquad 2\Delta_0=16E_Fe^{-1/\lambda}.
\end{equation}
The gap is $16\times2.82897=45.26$ meV. Minimising the sum of the lowest seven-wave eigenvalue over a mesh plus the elastic energy gives $45.25$ meV and an amplitude $u_0=V/D=0.0226$ \AA. The exponential cancels in the ratio
\begin{equation}
\frac{\sigma_c}{\Delta_0}=\frac C8=0.567\ (\text{FD}),\quad1.335\ (\text{Gaussian}),\quad2.200\ (\text{MP}).
\end{equation}
This ratio holds the physical reason for the hiding. Opening a gap pushes the lower level of a pair down and the upper one up by the same amount, and energy is gained only in proportion to the difference of their occupations. The gap and the smearing are two cutoffs of the same logarithm. When the smearing equalises the occupations over an energy range comparable with the gap that would open, the gain no longer pays for the elastic cost. In this weak-coupling model the width must be below roughly a quarter of the full gap for FD, two thirds of it for the Gaussian and about the gap itself for MP.

\section*{Screening by the band itself}

A self-consistent calculation adds a Hartree and exchange-correlation response. Model it by an energy $\tfrac12K\int\delta n^2dx$, with $K>0$ the kernel at wavevector $q$, so that the Hartree repulsion outweighs the exchange-correlation part. The electrons feel $V_{\rm s}=V+Kn_1$ with $n_1=-\chi V_{\rm s}$, so $V_{\rm s}=V/(1+K\chi)$. The sum over levels gives $-\chi V_{\rm s}^2/4$ per length and contains the interaction as $Kn_1^2/2$, while the true interaction energy is $Kn_1^2/4$. Subtracting the excess,
\begin{equation}
\frac{\delta F}{L}=-\frac{\chi V_{\rm s}^2}{4}-\frac{K\chi^2V_{\rm s}^2}{4}=-\frac{V^2}{4}\frac{\chi}{1+K\chi},\qquad
\frac{\omega^2}{\omega_0^2}=1-\frac{\lambda\mathcal L}{1+\kappa\mathcal L},\qquad\kappa=\frac{KN_F}{2}.
\end{equation}
The zero is at $(\lambda-\kappa)\mathcal L=1$, so $\sigma_c=CE_Fe^{-1/(\lambda-\kappa)}$. As $\sigma\to0$ the ratio tends to $1-\lambda/\kappa$, and for $\kappa\ge\lambda$ there is a Kohn anomaly and no instability at any width. For $\kappa=0.03$, $\lambda-\kappa=0.14042$ and the FD critical width is $4.5355\,e^{-1/0.14042}$ eV $=3.66$ meV, less than a third of the unscreened value. A self-consistent seven-wave calculation at that width, with $n_1$ taken from the eigenvectors and $V=0.05\sigma$, gives $\omega^2/\omega_0^2=3\times10^{-6}$. With $\kappa\ne0$, $\omega^2$ is no longer linear in $\ln\sigma$; the linear quantity is $1/(1-\omega^2/\omega_0^2)$ against $1/\mathcal L$.

\section*{The price of a small width}

Lowering $\sigma$ towards $\sigma_c$ gives a trustworthy frequency only if the $k$ mesh resolves the occupations; an unresolved mesh can soften or harden the mode, depending on where its points fall. In units $k_F=E_F=1$, at $q=2$, $\mu=1$ and FD smearing, (\ref{chi}) reads $\chi/N_F=\int I(p)\,dp$ with $I=[f_{p-1}-f_{p+1}]/4p$. Near $p=0$ the energies measured from $\mu$ are $\mp2p$, and $I\approx\tanh(p/s)/4p$. Its poles in the upper half plane lie at $p_n=i(2n+1)\pi s/2$, where $\tanh$ has residue $s$, so $I$ has residue $s/4p_n=1/[2\pi i(2n+1)]$. For a mesh $p=jh$, which contains both Fermi points when $2/h$ is an integer, Poisson summation gives the error as $\sum_{l\ne0}\int I\,e^{2\pi ilp/h}dp$. The terms $\pm l$ are equal because $I$ is even, and closing above,
\begin{equation}
\frac{\delta\chi}{N_F}=2\sum_{l\ge1}\sum_{n\ge0}\frac{e^{-l(2n+1)b}}{2n+1}=\sum_{n\ge0}\frac{2}{(2n+1)\,[e^{(2n+1)b}-1]},\qquad b=\frac{\pi^2s}{h}=\frac{2\pi^2\sigma}{\hbar v_F\Delta k},
\label{grid}
\end{equation}
with $\Delta k=hk_F$ the mesh spacing. The poles near $p=\pm2$ have residues of size $s/16$ and are dropped at leading order in $s$. At $\sigma=12.83$ meV the converged value is $\chi/N_F=1/2\lambda=2.934$. For $\Delta k=0.0205$ \AA$^{-1}$, $b=3.17$ and the first term gives $0.088/2.934=3.0\%$ of the converged $\chi$. Direct summation on the mesh gives $3.0\%$; it gives $0.12\%$ for $\Delta k=0.0102$ \AA$^{-1}$ ($b=6.33$) and $27\%$ for $0.0512$ \AA$^{-1}$ ($b=1.27$). On that coarsest mesh a mode whose converged $\omega^2$ is zero appears with $\omega^2/\omega_0^2=-0.27$, a softening made by the mesh. Shifting the mesh by half a step inserts $(-1)^l$ in (\ref{grid}) and turns the leading term into $-2/(e^b+1)$, a spurious hardening.

At $100$ meV the coarsest mesh has $b=9.87$ and an error of $0.005\%$, and the mesh with $b=24.67$ shows an error of $-4\times10^{-10}\,\%$, negative where (\ref{grid}) is positive. The band curvature allows this: the exact nearest poles are at $p=\pm[1-\sqrt{1\mp i\pi s}]$, with real parts close to $\mp\pi^2s^2/8$. They put a factor $\cos(\pi bs/4)$ into the leading term, and since the phase is $1.9$ rad in this case the sign is reversed. The cosine alone gives neither the size of the error nor the exact place of the sign change, which at this width lies between phases of $1.7$ and $1.9$ rad and not at $\pi/2$; both also depend on the corrections to the residues and on the poles near $p=\pm2$. Formula (\ref{grid}) needs $bs\ll1$. Since the error depends on $\sigma/\hbar v_F\Delta k$, a fixed accuracy requires $\Delta k\propto\sigma$, and because $\sigma_c$ is exponentially small in $1/\lambda$ the mesh needed to see a weak instability is exponentially fine.

\section*{Where the coefficient and the logarithm change}

The coefficient $N_F/2$ counts one nested process, from $-k_F$ to $+k_F$. In a half-filled tight-binding chain, $\varepsilon_k=-2t\cos ka$, the vector $q=\pi/a$ also carries $+k_F$ to $-k_F$ through the zone boundary. There $\varepsilon_{k+q}=-\varepsilon_k$, $\mu=0$ by particle--hole symmetry, and for FD the ratio in (\ref{chi}) is $\tanh(\varepsilon/2\sigma)/2\varepsilon$. With the density of states per site and spin $1/\pi\sqrt{4t^2-\varepsilon^2}$, so that $N_Fa=1/\pi t$,
\begin{equation}
\chi a=\frac1{\pi t}\int_0^{2t}\frac{d\varepsilon}{\varepsilon}\,\frac{\tanh(\varepsilon/2\sigma)}{\sqrt{1-\varepsilon^2/4t^2}} .
\end{equation}
Write the inverse root as $1$ plus a remainder. In the first part $\tanh(x/2)=g(x)$ with $g'=2\tilde\delta$, and integration by parts gives $\ln(2t/\sigma)-\Lambda(0)$. In the remainder $\tanh\to1$ for $\sigma\ll t$, and $\varepsilon=2t\sin\theta$ gives $\int_0^{\pi/2}\tan(\theta/2)\,d\theta=\ln2$. Hence $\chi a=(1/\pi t)\ln(8e^\gamma t/\pi\sigma)$, with coefficient $N_F$. At $\sigma=0.01t$ this is $1.94713/t$, and a sum over $20\,000$ mesh points gives the same digits. The relation $\omega^2=\omega_0^2-D^2\chi/\rho$ survives, because on the lattice $\cos^2$ is $1$ in the elastic, kinetic and electronic terms alike, so the exponent in $\sigma_c$ becomes $-1/2\lambda$.

The logarithm itself needs the nested pairs to be centred on $\mu$. In an array of coupled chains the mean energy of the pair misses $\mu$ by an amount $\eta_\perp$ that depends on the transverse momentum, and to leading logarithmic accuracy (\ref{shape}) is averaged over $\nu=\eta_\perp/\sigma$. For $\sigma\ll|\eta_\perp|$ the large-$\nu$ limit replaces $\ln(1/\sigma)$ by the average of $\ln(1/|\eta_\perp|)$ and $\chi$ saturates. If the saturated $\mathcal L$ exceeds $1/\lambda$, the mode is unstable at small widths and a critical width exists. The converse does not hold, because with a mismatch $\mathcal L$ need not fall steadily as $\sigma$ grows. When $|\eta_\perp|$ is the same for all pairs, for example, $\Lambda(\nu)=\ln|\nu|-m_2/2\nu^2+\dots$ at large $|\nu|$, so for $m_2>0$ a small width first raises $\mathcal L$ by $m_2\sigma^2/2\eta_\perp^2$. The mode at this wavevector can then be stable at small width and unstable in a window of larger widths. This is a statement about one $q$ only. With mismatches $\pm|\eta_\perp|$ a shifted wavevector nests half of the pairs perfectly, $\mathcal L$ there still grows as $\tfrac12\ln(1/\sigma)$, and the system as a whole is unstable as $\sigma\to0$; the softest $q$ has to be searched again at each width. Formula (\ref{main}) describes only widths well above the mismatch.

The frequencies above are curvatures of a static energy. In the example $\hbar\omega_0$ is comparable with $\sigma_c$, so a measured frequency near the dip would involve the dynamical response $\chi(q,\omega)$; the condition $\omega=0$ that defines $\sigma_c$ involves the static one alone. The $149$ K is a mean-field scale. An isolated chain with short-range forces has no long-range order at finite temperature, since fluctuations of the phase of the wave destroy it, and anharmonic and zero-point motion of the ions are also outside the model. The last omission is not small in the example: the zero-point amplitude $\sqrt{\hbar/2M\omega_0}=0.046$ \AA\ of an ion at the bare frequency is twice $u_0=0.0226$ \AA, and the energy gained by the distortion, $N_F\Delta_0^2a/4=0.05$ meV per site, is far below $\hbar\omega_0/2=10$ meV. The width $\sigma_c$ predicts when a harmonic mean-field calculation returns an imaginary mode, and it is an ordering temperature only within that approximation.
